# Why electron affinities alone do not fix a band offset

**The argument under review.** The submitted argument predicts the conduction-band offset between two epitaxial layers from their measured electron affinities. It runs as follows. The conduction edge of crystal A lies $\chi_A$ below the vacuum level, and that of crystal B lies $\chi_B$ below it. The electrostatic potential is continuous, so the two crystals share one vacuum level when they touch. Therefore

$$E_c^B-E_c^A=\chi_A-\chi_B .$$

The affinities may be perfectly good data. The objection concerns the third sentence. Continuity forbids a jump of the potential at a point, but it does not forbid a rise or fall over a few bohr, and on the scale of the layers such a change acts as a step. Whether there is one depends on the charge density at the contact, which the affinities of two separate surfaces do not determine.

**What an affinity contains.** I use Hartree atomic units and electron potential energies $v$, with $z$ running from A on the left to B on the right. The crystals are taken as lattice-matched, undoped and insulating, with a nonpolar interface, and are described in mean field. The joined structure is also taken to keep an energy gap between filled and empty states, including any states at its surfaces and interface. Far from the interface the bands are then flat.

Let $V_X$ be the average of $v$ over a unit cell deep inside crystal $X$, and let $e_{c,X}$ be the bulk conduction edge measured from that average. A calculation for the infinite crystal gives $e_{c,X}$. It cannot give $V_X$ relative to vacuum, because the infinite crystal has no vacuum and its potential is defined only up to a constant. A surface has to be specified. With

$$w_X=V_X-E_{\rm vac}$$

for that free surface, the conduction edge is at $E_{\rm vac}+w_X+e_{c,X}$, so that

$$\chi_X=-(w_X+e_{c,X}).$$

The term $e_{c,X}$ belongs to the bulk, whereas $w_X$ includes the dipole of the chosen surface.

**The missing term.** Join thick layers of A and B, leaving vacuum at both ends. Call the vacuum levels $E_L$ on the left and $E_R$ on the right, and define

$$D=E_R-E_L .$$

The outer faces are far from the interface, and no mean field crosses the layers. Each outer region therefore differs from that of the free slab by at most a constant potential, which leaves its density unchanged. Hence

$$V_A=E_L+w_A,\qquad V_B=E_R+w_B .$$

The offset is the difference of the two conduction edges in this one structure:

$$\begin{aligned}
E_c^B-E_c^A&=(V_B+e_{c,B})-(V_A+e_{c,A})\\
&=(E_R-E_L)+(w_B+e_{c,B})-(w_A+e_{c,A})\\
&=\chi_A-\chi_B+D .
\end{aligned}$$

The submitted argument sets $D=0$ without showing it. The valence offset needs the same correction. With the ionization energy $I_X=\chi_X+E_{g,X}$, where $E_{g,X}$ is the band gap, it is $I_A-I_B+D$.

**Where $D$ comes from.** Let $\rho(z)$ be the charge density averaged over the plane, positive for the ions. The electrostatic potential $\phi$ obeys $\phi''=-4\pi\rho$. An electron has potential energy $-\phi$, so the electrostatic part of $v$ obeys $v''=4\pi\rho$. Any short-range ionic potential vanishes in the vacuum, so it adds no direct term to $D$. It still influences $D$ through the electron density, which it helps to shape. The field is zero in the left vacuum, so one integration gives

$$v'(z)=4\pi\int_{z_L}^{z}\rho(z')\,dz' .$$

Integrate again from $z_L$ to $z_R$. A charge at $z'$ contributes to $v'$ for every $z>z'$, over a length $z_R-z'$. Thus

$$D=4\pi\int\rho(z')(z_R-z')\,dz'=-4\pi\int z\,\rho(z)\,dz ,$$

where the term in $z_R$ vanishes because the structure is neutral.

Now compare the joined density with that of the two free slabs, keeping all ions in place. If $\Delta n=n_{AB}-n_A-n_B$ is the change in electron density, the ionic charges cancel in the comparison and

$$\rho_{AB}=\rho_A+\rho_B-\Delta n .$$

Let each free slab be neutral and have two equivalent faces. It then has no net dipole, so $\rho_A$ and $\rho_B$ contribute nothing to the integral. What remains is

$$D=4\pi\int z\,\Delta n(z)\,dz .$$

If electrons move to the left, from B to A, the integral is negative and the levels of B fall relative to those of A.

This locates the hidden assumption. The affinity rule describes two free-slab densities placed side by side and frozen. Real contact lets the surface tails merge, polarizes the bonds near the interface and can transfer charge.

**A case that cannot support the rule.** Suppose A and B are the same crystal with the same faces. The tails still merge, so $\Delta n$ need not vanish. It is, however, mirror-symmetric about the contact plane and integrates to zero, so its dipole moment is zero. The rule correctly predicts no offset, but symmetry has done the work. For different crystals no such symmetry is available, and $D$ vanishes only if the moment of $\Delta n$ happens to vanish.

**A calculation in which the term can be seen.** The following self-consistent Hartree model uses round parameters and represents no particular material. Atomic planes are 6.0 bohr apart, with a surface cell of area $S=36.0$ bohr². Each plane carries two positive charges per cell, smeared into a Gaussian of width 1.0 bohr, and a short-range well

$$-U\exp\!\left[-\frac{(z-z_j)^2}{2w^2}\right],\qquad w=1.5\ \text{bohr},$$

where $z_j$ is the position of the plane. The depth $U$ is 0.50 Ha in A and 0.35 Ha in B. Two electrons per plane and cell fill one band along $z$. In-plane dispersion, exchange and correlation are left out, so the numbers illustrate the mechanism and do not predict a real junction.

For the free slabs, the mean potentials and bulk edges give

$$\chi_A=0.33882-0.23221=0.10661\ \text{Ha},$$

$$\chi_B=0.26891-0.21454=0.05437\ \text{Ha}.$$

The affinity rule therefore predicts 0.0522 Ha, or 1.42 eV. These values belong to a grid spacing of 0.2 bohr. Their last digits are kept so that the sums can be followed, and are not converged with respect to the grid. In the fine-grid limit $\chi_A$ falls by 0.0001 Ha to 0.1065 Ha, while $\chi_B$ and $D$ move by 0.00002 Ha or less. The offset of 0.0297 Ha and the interface gap of 0.1385 Ha given below then become 0.0296 Ha and 0.1386 Ha.

In the joined slab, measured from the left vacuum, the mean potential of A is still $-0.33882$ Ha. That of B is $-0.29148$ Ha instead of $-0.26891$ Ha. The conduction edges are

$$E_c^A=-0.33882+0.23221=-0.10661\ \text{Ha},$$

$$E_c^B=-0.29148+0.21454=-0.07694\ \text{Ha}.$$

The offset is 0.0297 Ha, or 0.81 eV. The rule overestimates it by 0.61 eV, which is about 76% of the calculated offset.

The vacuum levels supply the difference: $D=-0.0226$ Ha, and $0.0522-0.0226=0.0296$ Ha, in agreement within rounding. The moment of $\Delta n$ gives the same $D$.

Two further tests avoid parts of this reasoning. A periodic superlattice, which contains no vacuum, also gives an offset of 0.0297 Ha. The gap between the highest filled and lowest empty levels of joined slabs, extrapolated to infinite thickness, is 0.1385 Ha. This matches the gap between the valence edge of B and the conduction edge of A found from the mean potentials.

**How little charge is needed.** Draw the contact plane midway between the facing atomic planes. The A side then gains 0.0108 electrons per surface cell. The dipole per cell has magnitude

$$p=\frac{S|D|}{4\pi}=\frac{36.0\times0.02257}{12.566}=0.0647\ e\,\text{bohr}.$$

Dividing by the charge gained gives a length of about 6.0 bohr. This should not be read as a measured distance of transfer. Polarization within either side contributes to $p$ without moving charge across the plane, and the charge gained depends on where the dividing plane is drawn. The dipole does not depend on that choice. Its size is that of about one hundredth of an electron per cell moved over one plane spacing, and this is enough to shift the levels by 0.6 eV.

With this dividing plane, the gain on the A side agrees with the negative sign of $D$. The sign of the dipole itself shows that, on balance, electrons have moved to the left, and the levels of B have fallen relative to those of A. The calculation does not isolate a cause for this direction.

**When the rule is recovered.** Pull the slabs apart, so that the distance between the facing planes exceeds the normal spacing by $g$. The dipole step becomes

| $g$ (bohr) | $D$ (Ha) |
|---:|---:|
| 0 | −0.0226 |
| 2 | −0.0046 |
| 4 | −0.0006 |
| 8 | −0.000006 |

At 16 bohr its magnitude is below the tested limit of $10^{-5}$ Ha. Once the electron densities no longer overlap appreciably, the frozen superposition becomes accurate and the affinity rule holds. This limit also requires that neither conduction edge lie below the other crystal's valence edge. If one did, electrons could lower their energy by crossing even a wide gap, and the slabs would not remain separately neutral.

**One buried interface, several affinities.** The argument has a second difficulty: it speaks of *the* affinity of A. Place a polar layer outside the far left face, with charge $-q$ per cell outermost and $+q$ a distance $d$ further in. Its dipole density is $qd/S$, so the potential energy changes from left to right by

$$-\frac{4\pi qd}{S}=-\frac{12.566\times0.1\times1.0}{36.0}=-0.0349\ \text{Ha}.$$

The crystal now lies deeper below the left vacuum, and its affinity rises. With the inner sheet 6.0 bohr outside the outermost plane, and both sheets smeared like the ionic charge, the self-consistent value is 0.1414 Ha, an increase of 0.0348 Ha. A layer closer to the surface is screened more strongly; at 2 bohr the increase is 0.026 Ha. The affinity rule would now predict $0.1414-0.0544=0.0870$ Ha, almost three times the calculated offset. The buried offset itself remains 0.0297 Ha.

The identity accounts for this because $D$ is taken between the actual outer vacuum levels. It becomes $-0.0574$ Ha, and $0.0870-0.0574=0.0296$ Ha. Here $D$ contains the dipole of the outer face as well as that of the interface. The formula using $\Delta n$ alone applied to slabs with equivalent faces; with the polar layer present, the dipole of the free A slab must be added.

Not every surface change has this effect. Moving the outermost plane of A outward by 0.6 bohr changes the affinity by only about 0.0001 Ha. If the plane carried its electrons rigidly, a displacement $\delta$ would change the dipole by $\delta$ times the plane's total charge, which is zero. The motion is not quite rigid. The Wannier centre of the outermost electron pair moves outward by 0.617 bohr, an overshoot that alone would change the affinity by about 0.012 Ha. The centres further in move inward by a total of 0.017 bohr and cancel almost all of it. This insensitivity is shown only for the neutral, identical planes of the model. Where surface planes carry a net or dynamical charge, relaxation can change the affinity appreciably.

**What the revised argument should claim.** If both affinities are those of the facing surfaces, their difference is the offset for a frozen superposition of the two slabs. To obtain the offset in contact, the author must add $4\pi\int z\,\Delta n\,dz$ to this difference, or add $D$ to the difference of the outer-face affinities. The alternative is to determine both mean potentials in one joined structure. Neither the sign nor the size of $D$ found here carries over to other pairs.

The conditions also need stating. With doping, space charge can make $V_X$ vary with position. The edges must then be compared just outside the interface dipole rather than deep in the layers. With strain, both the bulk edges $e_{c,X}$ and the surface terms $w_X$, and hence the affinities, must be those of the strained crystals. If atoms move or intermix on contact, the ionic charges no longer cancel in the density comparison, and $D$ must be found from the full charge density. The numerical check calculates the model values from which its numbers are taken or derived, apart from the fine-grid limits, the polar layer at 2 bohr and the Wannier-centre shifts.

## Computed results

```
plane spacing: 6.0 bohr
surface cell area: 36.0 bohr^2
ion charge width: 1.0 bohr
well width: 1.5 bohr
planes per crystal in main slabs: 12
well depth A: 0.50 Ha
valence edge A from mean potential: 0.02104 Ha
conduction edge A from mean potential: 0.23221 Ha
band gap A: 0.21117 Ha
free-slab mean potential A from vacuum: -0.33882 Ha
affinity A: 0.10661 Ha
affinity A from extrapolated levels: 0.10661 Ha
well depth B: 0.35 Ha
valence edge B from mean potential: 0.04634 Ha
conduction edge B from mean potential: 0.21454 Ha
band gap B: 0.16820 Ha
free-slab mean potential B from vacuum: -0.26891 Ha
affinity B: 0.05437 Ha
affinity B from extrapolated levels: 0.05436 Ha
joined-slab mean potential A from left vacuum: -0.33882 Ha
joined-slab mean potential B from left vacuum: -0.29148 Ha
affinity-rule conduction offset B-A: 0.05224 Ha
affinity-rule conduction offset B-A: 1.422 eV
calculated conduction offset B-A: 0.02968 Ha
calculated conduction offset B-A: 0.808 eV
calculated valence offset B-A: 0.07264 Ha
dipole step D from vacuum levels: -0.02257 Ha
dipole step D from vacuum levels: -0.614 eV
dipole step D from density moment: -0.02257 Ha
dipole step D on half grid spacing: -0.02256 Ha
net electrons gained on A side per cell area: 0.01081 electrons
interface gap from band edges: 0.13852 Ha
interface gap from extrapolated levels: 0.13853 Ha
superlattice conduction offset B-A: 0.02968 Ha
outward shift of displaced outer A plane: 0.6 bohr
polar-layer charge per cell area: 0.1 e
polar-layer charge separation: 1.0 bohr
polar-layer distance from outer A plane: 6.0 bohr
unscreened polar-layer potential step: 0.03491 Ha
displaced face: affinity A: 0.10668 Ha
displaced face: affinity-rule offset: 0.05231 Ha
displaced face: vacuum step D: -0.02264 Ha
displaced face: calculated offset: 0.02968 Ha
polar face: affinity A: 0.14141 Ha
polar face: affinity-rule offset: 0.08704 Ha
polar face: vacuum step D: -0.05737 Ha
polar face: calculated offset: 0.02968 Ha
D at extra separation 0 bohr: -0.022566 Ha
D at extra separation 2 bohr: -0.004621 Ha
D at extra separation 4 bohr: -0.000595 Ha
D at extra separation 8 bohr: -0.000006 Ha
D at extra separation 16 bohr: -0.000000 Ha
```
